# Furry's theorem for closed electron loops: traces, conditions and numerical tests, part 3

Worked example B tests when a closed electron loop cancels against its reverse, comparing integrated loops with diagonalization. Rydberg atomic units are used: energies in Ry, momenta in bohr$^{-1}$, $c=274.07200$ Ry bohr, $M=c^2/2=37557.730$ Ry.

With $S(p)=(\gamma^0E-c\,\boldsymbol\gamma\cdot\mathbf p-M)^{-1}$ and vertices $\Gamma_i$ injecting $q_i$, $\sum_iq_i=0$,

$$T(\ell)=\mathrm{tr}\,[\Gamma_1S(p_1)\,\Gamma_2S(p_2)\cdots\Gamma_nS(p_n)],\qquad p_n=\ell,\quad p_{i-1}=p_i+q_i . \tag{3}$$

$$T_{\rm rev}(\ell')=\mathrm{tr}\,[\Gamma_nS(r_1)\,\Gamma_{n-1}S(r_2)\cdots\Gamma_1S(r_n)], \tag{4}$$

with $r_n=\ell'$, $r_{n-1}=r_n+q_1$, $r_{n-2}=r_{n-1}+q_2$, and so on. The matrix $C$, with $C\gamma^\mu C^{-1}=-\gamma^{\mu T}$, defines signs by $C\Gamma_iC^{-1}=\eta_i\Gamma_i^T$: $-1$ for $\gamma^\mu$, $+1$ for $1$. Then

$$T(\ell)=\eta_1\cdots\eta_n\;T_{\rm rev}(-\ell). \tag{9}$$

In the vacuum, with symmetric integration and $\eta=\prod_i\eta_i$, the integrals obey

$$L+L_{\rm rev}=(1+\eta)\,L. \tag{10}$$

Section A.7's first safe prescription restricts every internal momentum to a set $B=-B$.

For static fields, $\alpha_i=\gamma^0\gamma^i$, $\beta=\gamma^0$, $H_0(\mathbf k)=c\,\boldsymbol\alpha\cdot\mathbf k+\beta M$, $G_0(E)=(E-H_0)^{-1}=S(p)\gamma^0$ and $H=H_0+\lambda W$. With levels $E_k$ and chemical potential $\mu$ (vacuum: $\mu=0$), $\Omega(\lambda,\mu)=-\tfrac12\sum_k|E_k(\lambda)-\mu|$, and

$$\int\frac{d\omega}{2\pi}\,\frac1{i\omega-\xi}=-\tfrac12\,\mathrm{sgn}\,\xi. \tag{13}$$

$$\Omega=\Omega(0,\mu)+\sum_{n\ge1}c_n\lambda^n,\qquad c_n=\frac1n\int\frac{d\omega}{2\pi}\,\mathrm{Tr}\,\big[(WG_0)^n\big]_{E=i\omega+\mu}. \tag{14}$$

For $n$ different vertices, each cyclic order enters once with weight $+1$.

$$L(\mu)=\int\frac{d\omega}{2\pi}\sum_{\mathbf k}T(E=i\omega+\mu,\mathbf k). \tag{15}$$

The $\gamma^0$ tadpole is $L=\tfrac12(N_{\rm occ}-N_{\rm empty})$. In a symmetric basis, with one common vertex sign $\eta$ in (17) and the product $\eta$ in (18),

$$\mathrm{spec}\,H(\lambda)=-\,\mathrm{spec}\,H(\eta\lambda),\qquad\Omega(\lambda,\mu)=\Omega(\eta\lambda,-\mu), \tag{17}$$

$$L(\mu)=\eta\,L_{\rm rev}(-\mu). \tag{18}$$

Flavour matrices $t_a$ give $t=\mathrm{tr}(t_1\cdots t_n)$, $t'=\mathrm{tr}(t_n\cdots t_1)$ and

$$tL+t'L_{\rm rev}=\tfrac12(t+t')(L+L_{\rm rev})+\tfrac12(t-t')(L-L_{\rm rev}). \tag{19}$$

For Pauli matrices $\tau_1,\tau_2,\tau_3$, $t=2i$ and $t'=-2i$.

The final printout also covers example A: single integrands, with $q_3=-q_1-q_2$ for $n=3$.

### The model

The basis consists of plane waves with $k_x=jG$, $|j|\le J$, $k_y=k_z=0$, times four spinor components. The parameters are round model values: $G=100$ bohr$^{-1}$ and $J=10$, which gives $21\times4=84$ states. Then $cG=27407.20$ Ry is comparable to $M$, and the lowest positive levels are $M=37557.73$ Ry at $j=0$ and $46494.49$ Ry at $j=\pm1$, each with two spin states. The perturbation is

$$W=\sum_{a=1}^32w\cos(h_aGx+\varphi_a)\,\gamma^0\Gamma_a,\qquad h=(1,3,4),\quad w=1000\ \mathrm{Ry}.$$

Each cosine is $we^{i\varphi_a}e^{ih_aGx}$ plus its conjugate, and $e^{ihGx}$ takes $j$ to $j+h$. Transitions that leave the basis are dropped, so in (15) a term is kept only if all its internal $j$ lie in $[-J,J]$. The matrix and the loop sum then describe the same finite problem. This is the first safe prescription of Section A.7.

**Cubic coefficient.** The trace needs three injected harmonics from $\pm1,\pm3,\pm4$ that add to zero. A repeated harmonic would need a partner $2$, $6$ or $8$, which is absent, so the only choices are $s(1,3,-4)$ with $s=\pm1$. Their amplitudes are $w^3e^{is\phi}$, $\phi=\varphi_1+\varphi_2-\varphi_3$. With the counting below (14),

$$c_3=w^3\sum_{s=\pm}e^{is\phi}\,\big[t\,L(sq)+t'L_{\rm rev}(sq)\big],\qquad q=(1,3,-4)G, \tag{20}$$

where $t=t'=1$ without flavour. The forward loop has $(j_1,j_2,j_3)=(l-1,\,l-4,\,l)$ for $s=+1$.

**Numerical method.** The frequency integral uses $\omega=M\tan(\pi x/2)$, so $d\omega/2\pi=M\,dx/[4\cos^2(\pi x/2)]$, with Gauss–Legendre nodes in $x$. The nodes are symmetric, so the discrete sum keeps the symmetry $\omega\to-\omega$ that (13) and (18) need. On the other road, $H(\pm\lambda)$ is diagonalized at four values of $\lambda$, and the odd part $\tfrac12[\Omega(\lambda)-\Omega(-\lambda)]$ is matched to $c_3\lambda^3+c_5\lambda^5+c_7\lambda^7+c_9\lambda^9$; there is no linear term because $W$ has no diagonal block.

**Two further relations.** Parity: $\gamma^0S(E,\mathbf k)\gamma^0=S(E,-\mathbf k)$ and $\gamma^0\gamma^i\gamma^0=-\gamma^i$, so inserting $\gamma^0\gamma^0$ and relabelling $j\to-j$ gives $L(-q)=(-1)^{n_s}L(q)$, with $n_s$ the number of spatial vertices. Hermiticity: in the form $\mathrm{tr}[W_1G_1W_2G_2W_3G_3]$ with Hermitian Dirac matrices $W_a$, complex conjugation reverses the order, keeps each line's momentum and sends $i\omega\to-i\omega$. The same lines traversed in the opposite order have the injected momenta reversed, so $L(q)^*=L_{\rm rev}(-q)$.

The results are listed with $L$ and $L_{\rm rev}$ at $s=+1$, all in Ry. They belong to the finite basis $J=10$, and the nonzero vacuum values are not converged in $J$: at $J=80$, $w^3L$ is $0.9650$ Ry for the scalar vertices and $1.4268$ Ry for $\gamma^1\gamma^2\gamma^2$.

| case | $w^3L$ | $w^3L_{\rm rev}$ | $c_3$ |
|---|---|---|---|
| $\gamma^0\gamma^0\gamma^0$, vacuum | 0 | 0 | 0 |
| $\gamma^0\gamma^0\gamma^0$, filled | 3.6111 | 3.6111 | 14.4444 |
| $1,1,1$, vacuum | 0.8909 | 0.8909 | 3.5635 |
| $\gamma^1\gamma^2\gamma^2$, abelian | 1.4168 | $-1.4168$ | 0 |
| $\gamma^1\gamma^2\gamma^2$, SU(2) | 1.4168 | $-1.4168$ | 11.3343 |

For each row the loop value and the diagonalization value of $c_3$ agree in all six printed decimals. The program asserts agreement to $10^{-4}$ of $|c_3|$ plus $10^{-5}$ Ry, a margin set for the truncation and rounding of the four-point fit. For the two zero rows it also asserts $\Omega(5)=\Omega(-5)$ to $10^{-6}$ Ry.

### Electrostatic field, vacuum

Each orientation vanishes separately, which the theorem does not require. The reason is a second symmetry of static electrostatic vertices, and it is not special to this model. The matrix $\beta\alpha_1\alpha_2\alpha_3$ anticommutes with $\beta$ and with each $\alpha_i$ (each commutes with the factor equal to itself and anticommutes with the other three) and squares to 1, so the argument that follows holds with it for momenta in any direction. In this model a simpler matrix serves. Since $k_y=0$, the matrix $\alpha_2$ anticommutes with $H_0=c\alpha_1k+\beta M$, and $\alpha_2^2=1$, so $\alpha_2G_0(z)\alpha_2=(z+H_0)^{-1}=-G_0(-z)$. The vertices are unit matrices, so $\mathrm{tr}[G_1G_2G_3](z)=(-1)^3\mathrm{tr}[G_1G_2G_3](-z)$, and integration over symmetric $z=i\omega$ gives $L=-L=0$. This row is consistent with the theorem but does not show a cancellation between two nonzero terms.

### Electrostatic field, two electrons

With $\mu=42000$ Ry the two levels at $j=0$ are filled. The tadpole is $\tfrac12(42-42)=0$ in the vacuum and $\tfrac12(44-40)=2$ here; the program tests both values against the counted levels. With all phases zero, parity and $L_{\rm rev}=L$ give $c_3=4w^3L=4\times3.611111=14.4444$ Ry $=196.53$ eV. Relation (18) is tested directly: $w^3L(+\mu)=3.611111$ Ry and $w^3L_{\rm rev}(-\mu)=-3.611111$ Ry.

The repeating digits of $3.611111$ indicate a rational number, in a model whose constants are not round. It can be derived. With $z=\mu+i\omega$, $\int d\omega/2\pi=(2\pi i)^{-1}\int dz$ upward along $\mathrm{Re}\,z=\mu$. The line at $\mu$ taken upward and the line at 0 taken downward form a counterclockwise contour, closed at infinity at no cost because the integrand falls as $|z|^{-3}$. So $L(\mu)-L(0)$ is the sum of residues at poles between $0$ and $\mu$, and $L(0)=0$. The only such pole is $z=M$, from a line with $j=0$, where $G_0=P_+/(z-M)+P_-/(z+M)$ and $P_\pm=\tfrac12(1\pm\beta)$. The three momenta of a term are different, so the pole is simple. For the other two lines, with momenta $k_a,k_b$, the relation $H_0^2=M^2+c^2k^2$ gives

$$G_0(M)=\frac{M+H_0(k)}{M^2-H_0^2}=-\frac{2MP_++c\alpha_1k}{c^2k^2}.$$

In $\mathrm{tr}[P_+(2MP_++c\alpha_1k_a)(2MP_++c\alpha_1k_b)]$ the cross terms vanish, because $P_+\alpha_1=\alpha_1P_-$ makes $\mathrm{tr}[P_+\alpha_1]=\mathrm{tr}[P_+\alpha_1P_+]=0$, while $\mathrm{tr}P_+=2$ and $\alpha_1^2=1$. With $4M^2/c^4=1$ in these units, the residue is

$$2\,\frac{4M^2+c^2k_ak_b}{c^4k_a^2k_b^2}=2\left[\frac1{k_a^2k_b^2}+\frac1{c^2k_ak_b}\right].$$

The line with $j=0$ can be any of the three: $l=0$ leaves $(j_a,j_b)=(-1,-4)$, $l=4$ leaves $(3,4)$, and $l=1$ leaves $(-3,1)$. The second terms add to $\tfrac14+\tfrac1{12}-\tfrac13=0$. This is not an accident of the numbers: the three products $k_ak_b$ are $-q_1q_3$, $-q_2q_3$ and $-q_1q_2$, and the sum of their inverses is $-(q_1+q_2+q_3)/(q_1q_2q_3)=0$. The first terms add to $\tfrac1{16}+\tfrac1{144}+\tfrac19=\tfrac{26}{144}$. Therefore

$$w^3L=2\cdot\frac{26}{144}\,\frac{w^3}{G^4}=\frac{13}{36}\cdot\frac{10^9}{10^8}\ \mathrm{Ry}=3.6111\ \mathrm{Ry},$$

as printed. The reversed loop has the same pairs with all signs reversed and gives the same value. In Rydberg units the nonrelativistic kinetic energy is $k^2$, so each $w^3/(k_a^2k_b^2)$ is one term of the third-order Rayleigh–Schrödinger energy of a Schrödinger electron at rest, and the factor 2 counts the two electrons. One orientation at one sign $s$ contains a quarter of these terms; the full shift is $c_3=4w^3L=14.4444$ Ry. In this model, with collinear momenta and only $j=0$ filled, the dependence on $c$ cancels exactly at third order although $cG$ is comparable to $M$. The row shows concretely what a misapplied theorem would delete: the ordinary third-order energy shift of the electrons that are present.

### Scalar field, vacuum

All $\eta_i=+1$, so $L_{\rm rev}=L$, and parity gives $L(-q)=L(q)$. Then $c_3=4\times0.890877=3.5635$ Ry $=48.48$ eV. The basis, harmonics and amplitude are those of the first row; only the vertex matrix has changed. An odd number of vertices does not by itself remove a loop.

### Vector potential with components $x,y,y$

The vertices are $\gamma^1,\gamma^2,\gamma^2$ on harmonics $1,3,4$, with $\varphi_3=\pi/2$ and the other phases zero, so $e^{is\phi}=-is$. Parity gives $L(-q)=-L(q)$, which is why a phase is needed: with $\phi=0$ the terms $s=\pm1$ would cancel each other. Each orientation is nonzero, $w^3L=1.416783$ Ry, and the program tests $L+L_{\rm rev}=0$ to $10^{-9}$ of $|L|$. The loop is real, since $L(q)^*=L_{\rm rev}(-q)=-L(-q)=L(q)$.

The abelian zero of $c_3$ is also forced by time reversal, so this row does not isolate $C$. In the Dirac representation $\alpha_1,\alpha_3,\beta$ are real and $\alpha_2$ is imaginary. The matrix $B=\alpha_1\alpha_3$ anticommutes with $\alpha_1$ and $\alpha_3$ and commutes with $\alpha_2$ and $\beta$, so $B\alpha_i^*B^{-1}=-\alpha_i$ and $B\beta^*B^{-1}=\beta$. In position space conjugation also sends $-i\nabla$ to $+i\nabla$, which leaves $H_0$ unchanged and reverses a real function times $\alpha_i$. Hence $\mathrm{spec}\,H(\lambda)=\mathrm{spec}\,H(-\lambda)$ for a static, purely spatial coupling.

The SU(2) version, with $\tau_a$ attached to vertex $a$, makes the single orientation visible to diagonalization. By (19) and (20), the term $s=+1$ is $(-i)(2i)(L-L_{\rm rev})w^3=4w^3L$ and the term $s=-1$ is $(+i)(2i)\,[-(L-L_{\rm rev})]\,w^3=4w^3L$. So $c_3=8\times1.416783=11.3343$ Ry $=154.21$ eV, and the diagonalization gives the same value. The value $1.4168$ Ry is thereby confirmed by a calculation that uses no traces, and the abelian zero is a cancellation of two finite terms.

### A field that neither extra symmetry protects

The test of (17) uses the vertices $\gamma^0+0.5\gamma^2$, $\gamma^0-0.7\gamma^1$ and $\gamma^3+\gamma^0$ with unequal phases, at $\lambda=5$. The sorted spectra of $H(\lambda)$ and $H(-\lambda)$ differ by up to $654.938$ Ry, so the time-reversal relation above does not hold. The $\alpha_2$ argument does not apply either: it needs a matrix that anticommutes with $\alpha_1$ in $H_0$ and commutes with $W$, and $W$ now contains $\alpha_1$. The spectrum of $H(\lambda)$ and the mirrored spectrum of $H(-\lambda)$ agree to $4.1\times10^{-10}$ Ry, against that difference of $655$ Ry.

### The bubble is counted once

For $n=2$ only a harmonic and its conjugate add to zero, so (14) gives $c_2=\tfrac12\sum_aw^2[L(h_a,-h_a)+L(-h_a,h_a)]$. The two terms are cyclic rotations of one trace and are equal, so $c_2=\sum_aw^2L(h_a,-h_a)$: one bubble per harmonic. For the electrostatic field in the vacuum this gives $-152.108$ Ry, and the even part of the diagonalized $\Omega$ gives $-152.108$ Ry; the program asserts agreement to $10^{-5}$ of $|c_2|$. A factor 2 for "two orientations" would be an error of 100% of $c_2$.

### An unsymmetric cutoff

With the basis $-J\le j\le J+1$, the $x,y,y$ loops give $w^3(L+L_{\rm rev})=0.031692$ Ry, which is $2.2\%$ of the value $1.416783$ Ry of one orientation in the symmetric basis. Its origin can be traced. The terms with all $|j|\le10$ cancel in pairs by (9). The added state $j=11$ admits one more term in each orientation. The forward one has $l=11$ and lines $(10,7,11)$. The reversed loop has lines $(l'+4,\,l'+1,\,l')$, and the new term has $l'=7$ and lines $(11,8,7)$. Their partners under (9) would contain $j=-11$, which is not in the basis. Whether the remainder reaches the energy depends on the phase. The relation $L(q)^*=L_{\rm rev}(-q)$ holds in any basis and the remainder is real, so (20) gives $c_3=2\cos\phi\;w^3(L+L_{\rm rev})$, which is $0.0634$ Ry for $\phi=0$ and zero for the choice $\varphi_3=\pi/2$ used above. For purely electrostatic vertices in the vacuum no remainder arises, because the argument with $\beta\alpha_1\alpha_2\alpha_3$ removes each term separately and needs no symmetric basis.

The size follows from a rough estimate with the three momenta set equal to a common $k$. With $G_0=(z+H_0)/(z^2-E^2)$, $E^2=M^2+c^2k^2$, and $\alpha_2(z+H_0)\alpha_2=z-H_0$, the numerator is $\mathrm{tr}[\alpha_1(z+H_0)(z-H_0)(z+H_0)]=(z^2-E^2)\,\mathrm{tr}[\alpha_1(z+H_0)]=4ck\,(z^2-E^2)$. At $z=i\omega$ the integrand is $4ck/(\omega^2+E^2)^2$. Differentiating $\int d\omega/(\omega^2+E^2)=\pi/E$ with respect to $E^2$ gives $\int d\omega/(\omega^2+E^2)^2=\pi/(2E^3)$, so each term is $ck/E^3$, with the same sign for both orientations in this approximation. The six lines have mean $j=54/6=9$, so $ck\approx9\times27407.2=2.467\times10^5$ Ry and $E\approx2.495\times10^5$ Ry. Two terms give $2\times10^9\times2.467\times10^5/(2.495\times10^5)^3\approx0.032$ Ry, the printed remainder to two figures. In this model, with one momentum direction, the remainder falls as $1/(cJG)^2$ at large $J$; the power counting of Section A.7 shows that no such decrease is guaranteed with three momentum directions. A one-dimensional momentum grid with an even number of points labelled $-N/2,\dots,N/2-1$ likewise has one point without a mirror image; on a three-dimensional grid every point with an index $-N/2$ lacks one. Dropping these points, or adding their mirror images, restores the symmetry that (10) and (17) assume.

The program that performs the tests named above, and its output, are printed below.

## Computed values

```
c = 274.07200 Ry bohr, M = 37557.730 Ry, 1 Ry = 13.605693 eV
Example A: four-vectors as (E in Ry; p in 1/bohr)
l = [10000.    30.    40.    50.] q1 = [20000.   100.     0.     0.] q2 = [5000.    0.   60.    0.]
n=3: p1 = [-10000.    -70.     40.     50.], p^2-M^2 = -1.986622e+09 Ry^2
n=3: p2 = [-15000.    -70.    -20.     50.], p^2-M^2 = -1.771484e+09 Ry^2
n=3: p3 = [10000.    30.    40.    50.], p^2-M^2 = -1.686160e+09 Ry^2
n=4: q3 = [-8000.     0.     0.    20.] q4 = [-17000.   -100.    -60.    -20.]
g0,g1,g2: T = -4.050680e-15-1.577722e-30j, T_rev = 4.050680e-15+1.183291e-30j Ry^-3
   |T+T_rev|/|T| = 0.000000
g0,g1,g2g5: T = 0.000000e+00+8.636895e-15j, T_rev = -3.944305e-31+8.636895e-15j Ry^-3
   |T+T_rev|/|T| = 2.000000
g0,g1,g2,g3: T = -1.518879e-21+4.814825e-35j, T_rev = -1.518879e-21+6.018531e-35j Ry^-4
   |T+T_rev|/|T| = 2.000000
Example B: G = 100.0 1/bohr, J = 10, w = 1000.0 Ry, h = (1, 3, 4), mu = 42000.0 Ry
cG = 27407.20 Ry, E(j=1) = 46494.49 Ry
vector 000, mu=0: w^3 L = -0.000000, w^3 L_rev = -0.000000 Ry
   c3 loop = -0.000000 Ry = -0.00000 eV, c3 diag = -0.000000 Ry
vector 000, filled: w^3 L = 3.611111, w^3 L_rev = 3.611111 Ry
   c3 loop = 14.444444 Ry = 196.52668 eV, c3 diag = 14.444444 Ry
scalar SSS, mu=0: w^3 L = 0.890877, w^3 L_rev = 0.890877 Ry
   c3 loop = 3.563507 Ry = 48.48398 eV, c3 diag = 3.563507 Ry
vector xyy abelian: w^3 L = 1.416783, w^3 L_rev = -1.416783 Ry
   c3 loop = 0.000000 Ry = 0.00000 eV, c3 diag = -0.000000 Ry
vector xyy SU(2): w^3 L = 1.416783, w^3 L_rev = -1.416783 Ry
   c3 loop = 11.334267 Ry = 154.21055 eV, c3 diag = 11.334267 Ry
xyy, cutoff -J..J+1: w^3 (L+L_rev) = 0.031692 Ry
000: w^3 L(+mu) = 3.611111, w^3 L_rev(-mu) = -3.611111 Ry
mixed vector field, lam=5: max|E(lam)+E(-lam) mirrored| = 4.1e-10 Ry
   max|E(lam)-E(-lam)| = 654.938 Ry
c2 (000, mu=0): one bubble per harmonic = -152.10806, diag = -152.10806 Ry
tadpole g0: vacuum = 0.000000, filled = 2.000000, electrons counted = 2
```
